# Recovering relaxation-time distributions: how regularization splits or merges peaks

A dielectric spectrum can be inverted for a nonnegative distribution $g$ of relaxation times by minimizing the misfit plus $\lambda$ times the integrated squared curvature of $g$. The minimizer is unique. Without the sign constraint, and far from the band edges, $\lambda$ acts as a low-pass filter along the $\ln\tau$ axis:

$$f(k)=\frac{|K|^2}{|K|^2+\beta k^4},\qquad |K|^2=\frac{\pi^2\cosh\pi k}{\sinh^2\pi k},\qquad \beta=\frac{\lambda s^2}{\rho}.$$

Here $k$ is conjugate to $\ln\tau$, $s$ is the relative noise and $\rho$ the number of frequencies per unit of $\ln\omega$. If $\lambda$ is too small, noise splits true peaks; if it is too large, distinct peaks merge. In the example below, two equal peaks 1.5 decades apart merge at $\lambda\approx4.4\times10^5$, false peaks appear at $\lambda\lesssim10$, and a rule based on the misfit selects $\lambda=10^2$.

## Two relaxation times by hand

With the convention $\varepsilon=\varepsilon'-i\varepsilon''$, a Debye process of time $\tau$ and unit strength contributes $1/(1+i\omega\tau)$. Take one frequency, $\omega=1$, and two candidate times, $\tau=1/2$ and $\tau=2$:

$$\frac1{1+i/2}=\frac45-\frac25i,\qquad \frac1{1+2i}=\frac15-\frac25i.$$

The data $d=(\varepsilon',\varepsilon'')$ and the strengths $x=(x_1,x_2)$ are related by

$$d=Ax,\quad A=\begin{pmatrix}0.8&0.2\\0.4&0.4\end{pmatrix},\quad A^{-1}=\begin{pmatrix}5/3&-5/6\\-5/3&10/3\end{pmatrix}.$$

Let the truth be $x=(1,0)$, so that $d=(0.80,0.40)$, and add the errors $(0.06,-0.06)$. Direct inversion of $d=(0.86,0.34)$ changes $x$ by

$$A^{-1}\begin{pmatrix}0.06\\-0.06\end{pmatrix}=\begin{pmatrix}0.10+0.05\\-0.10-0.20\end{pmatrix}=\begin{pmatrix}0.15\\-0.30\end{pmatrix}.$$

The result $(1.15,-0.30)$ has an error five times the data error in its second entry, and a negative strength.

Now require $x\ge0$. Set $x_2=0$ and fit $x_1$ alone. With the columns $a_1=(0.8,0.4)$ and $a_2=(0.2,0.4)$ of $A$,

$$x_1=\frac{a_1\cdot d}{a_1\cdot a_1}=\frac{0.824}{0.80}=1.03.$$

The residual is $r=Ax-d=(-0.036,0.072)$. Since $a_2\cdot r=0.0216>0$, raising $x_2$ from zero would increase the misfit, so $(1.03,0)$ is the constrained minimum.

Finally add a roughness penalty $\mu|Lx|^2$, where $L$ takes second differences with zeros beyond both ends:

$$L=\begin{pmatrix}-2&1\\1&-2\end{pmatrix},\qquad L^TL=\begin{pmatrix}5&-4\\-4&5\end{pmatrix}.$$

Setting the gradient of $|Ax-d|^2+\mu|Lx|^2$ to zero gives $(A^TA+\mu L^TL)x=A^Td$, with $A^Td=(0.824,0.308)$. For $\mu=0.01$,

$$\begin{pmatrix}0.85&0.28\\0.28&0.25\end{pmatrix}x=\begin{pmatrix}0.824\\0.308\end{pmatrix}\ \Rightarrow\ x\approx(0.89,0.23).$$

For $\mu=0.1$ the matrix has diagonal $(1.3,0.7)$ and off-diagonal $-0.08$, and $x\approx(0.67,0.52)$. Both solutions are positive, so the constraint is inactive. The contrast $x_1-x_2$, truly 1, falls to 0.66 and then to 0.15. The penalty has eigenvalue 1 for the sum pattern $(1,1)$ and 9 for the difference pattern $(1,-1)$: it suppresses contrast first. That is merging in its smallest form.

## The general problem

Let $y=\ln\tau$ and let $E$ be a fixed permittivity scale. The model is

$$\varepsilon(\omega)=\varepsilon_\infty+E\int\frac{g(y)}{1+i\omega e^y}\,dy,\qquad g\ge0,\ \varepsilon_\infty\ge0.$$

It assumes linear response and a superposition of Debye processes. The real and imaginary parts at $N/2$ logarithmically spaced frequencies carry independent Gaussian noise of standard deviation $sE$. We minimize

$$J=\chi^2+\lambda\int(g'')^2dy,$$

where $\chi^2$ is the sum of squared residuals divided by the noise variance.

On a uniform grid of spacing $h$, let $x$ contain the values $g_j$ and $\varepsilon_\infty/E$. The integral becomes a sum with weight $h$, and

$$J=|Ax-d|^2+\lambda|Lx|^2,\qquad (Lx)_j=h^{-3/2}(g_{j+1}-2g_j+g_{j-1}).$$

The rows of $A$ and $d$ are divided by $s$. The factor $h^{-3/2}$ is $h^{-2}$ from the derivative times $h^{1/2}$ from the integral. Outside the grid $g=0$.

**Uniqueness.** If $Ax=0$ and $Lx=0$, then $g_j$ is linear in $j$ and vanishes at both ends, so $g=0$. What remains of $Ax$ is the $\varepsilon_\infty$ column, which is not zero, so $\varepsilon_\infty=0$ too. Hence $H=A^TA+\lambda L^TL$ is positive definite for $\lambda>0$, and the strictly convex $J$ has one minimizer on $x\ge0$.

**Algorithm.** Let $w=A^Td-Hx$, which is minus half the gradient of $J$. At the minimum $w_j=0$ where $x_j>0$, and $w_j\le0$ where $x_j=0$; these are the conditions met by hand above.

1. Start with $x=0$ and an empty free set.
2. If no $w_j$ outside the free set is positive, stop. Otherwise free the index with the largest $w_j$.
3. Solve $Hz=A^Td$ on the free set, with zeros elsewhere. If all free $z_j>0$, set $x=z$ and return to step 2.
4. Otherwise move from $x$ towards $z$ until the first free component reaches zero, remove it from the free set, and repeat step 3.

The newly freed component moves upwards. Before the move the gradient on the free set is nonzero in that component alone, and $J$ falls towards $z$, so convexity requires $-2w_jz_j<0$, that is $z_j>0$. The first step therefore has positive length and lowers $J$. Each return to step 2 brings the minimizer for its free set at a lower $J$, so no set recurs. There are finitely many sets, and in exact arithmetic the method ends.

**Monotonic misfit.** Let $R=|Lx|^2$ and compare the minimizers at $\lambda=a$ and $\lambda=b>a$:

$$\chi_a^2+aR_a\le\chi_b^2+aR_b,\qquad \chi_b^2+bR_b\le\chi_a^2+bR_a.$$

Adding them gives $(b-a)(R_b-R_a)\le0$, so $R_b\le R_a$. The first inequality then gives $\chi_a^2\le\chi_b^2$. Increasing $\lambda$ never improves the fit and never roughens $g$.

## Why the inversion amplifies noise

Let $z=-\ln\omega$ and $u=y-z=\ln\omega\tau$. Then

$$\frac1{1+ie^u}=\frac1{1+e^{2u}}-i\frac{e^u}{1+e^{2u}}=\tfrac12(1-\tanh u)-\tfrac i2\operatorname{sech}u.$$

The kernels depend on $y-z$ alone, so both parts of the data are blurred copies of $g$, and Fourier components do not mix.

For the loss kernel let $I=\int\operatorname{sech}u\,e^{-iku}du$. Integrate around the strip $0<\operatorname{Im}u<\pi$. On its upper edge the sech changes sign and the exponential gains $e^{\pi k}$, so the two edges give $I(1+e^{\pi k})$. The pole at $i\pi/2$ has residue $e^{\pi k/2}/i$. Thus

$$I=\frac{2\pi e^{\pi k/2}}{1+e^{\pi k}}=\pi\operatorname{sech}\frac{\pi k}2.$$

The storage kernel has derivative $-\frac12\operatorname{sech}^2u$. In the same strip $\operatorname{sech}^2u$ is periodic and has a double pole, $-1/(u-i\pi/2)^2$, which gives the residue $ike^{\pi k/2}$. Therefore

$$\int\operatorname{sech}^2u\,e^{-iku}du=\frac{-2\pi ke^{\pi k/2}}{1-e^{\pi k}}=\frac{\pi k}{\sinh(\pi k/2)}.$$

Undoing the derivative divides the magnitude by $|k|$. With $a=\pi k/2$ and the factors $\frac12$ restored, the squared magnitudes add to

$$|K|^2=\frac{\pi^2}4\left(\frac1{\cosh^2a}+\frac1{\sinh^2a}\right)=\frac{\pi^2}4\,\frac{4\cosh2a}{\sinh^22a}=\frac{\pi^2\cosh\pi k}{\sinh^2\pi k}.$$

At $k=1$, 2 and 4 this is 0.858, 0.0369 and $6.88\times10^{-5}$. For large $k$ it falls as $2\pi^2e^{-\pi k}$: fine structure in $\ln\tau$ leaves almost no trace in the data.

Now drop the sign constraint and let the band be long. A sum over frequencies becomes $\rho\int dz$, and, apart from $k=0$, where $\varepsilon_\infty$ enters,

$$J=\int\frac{dk}{2\pi}\left[\frac\rho{s^2}\sum_{m=1,2}|\hat d_m-K_m\hat g|^2+\lambda k^4|\hat g|^2\right],$$

where $m$ labels storage and loss and $\hat d_m$ is in units of $E$. Setting the derivative with respect to $\hat g^*$ to zero gives

$$\hat g=\frac{\sum_mK_m^*\hat d_m}{|K|^2+\beta k^4}.$$

For noise-free data $\hat d_m=K_m\hat g_{\rm true}$, so $\hat g=f\hat g_{\rm true}$. White noise has spectral density $s^2/\rho$ in each part. Its contribution to $\hat g$ is $(f/|K|^2)\sum_mK_m^*\hat n_m$, and hence

$$\operatorname{var}g=\frac1{2\pi}\int\frac{f^2s^2}{\rho|K|^2}\,dk.$$

Small $\lambda$ admits large $k$, where the denominator is tiny. The cutoff, where $|K|^2=\beta k^4$, then obeys $k_c\approx\pi^{-1}\ln[2\pi^2/(\beta k_c^4)]$. Ten times less noise at fixed $\lambda$ divides $\beta$ by 100 and raises $k_c$ by less than $(\ln100)/\pi\approx1.5$. In this regime of small $\beta$, resolution improves only logarithmically.

## When two peaks merge

Synthetic data are best made without the inversion grid. A Cole–Cole process has the permittivity $1/[1+(i\omega\tau_0)^\alpha]$, $0<\alpha<1$. To find its density, continue $i\omega$ to $e^{-i\pi}/\tau$, just below the negative axis. Near $y'=y$ the Debye kernel becomes $-1/(y'-y+i0)$, whose imaginary part is $\pi\delta(y'-y)$. So $\pi g_1$ is the imaginary part of the continued permittivity. With $v=y-\ln\tau_0$,

$$g_1=\frac1\pi\operatorname{Im}\frac1{1+e^{-i\pi\alpha}e^{-\alpha v}}=\frac{\sin\pi\alpha}{2\pi(\cosh\alpha v+\cos\pi\alpha)}.$$

For its transform put $t=\alpha v$, $q=k/\alpha$, $\theta=\pi\alpha$, and use the strip $0<\operatorname{Im}t<2\pi$. The poles $i(\pi\mp\theta)$ of $\sin\theta\,e^{-iqt}/(\cosh t+\cos\theta)$ have residues $\pm e^{q(\pi\mp\theta)}/i$. The integral is therefore

$$\frac{-4\pi e^{\pi q}\sinh\theta q}{1-e^{2\pi q}}=\frac{2\pi\sinh\theta q}{\sinh\pi q},\qquad\text{so}\qquad \hat g_1=\frac{\sinh\pi k}{\alpha\sinh(\pi k/\alpha)}.$$

Two such peaks of weight $\frac12$ at $\pm D/2$ from their midpoint have the transform $\hat g_1\cos(kD/2)$. After filtering, the midpoint is a valley if its curvature is positive and a summit if it is negative. Two derivatives bring down $-k^2$, so merging occurs at the largest $\lambda$ that satisfies

$$\int_0^\infty k^2f(k)\,\hat g_1(k)\cos\frac{kD}2\,dk=0.$$

For widely separated peaks there are also smaller roots, which mark ripples between the peaks, not merging. Since $\lambda$ enters through $\beta$, the threshold scales as $\lambda^*\propto\rho/s^2$ at fixed $D$ and $\alpha$.

A second limit can be solved by hand. For $D\gg3$ the relevant $k$ are small, where $|K|^2\approx1/k^2$, $\hat g_1\approx1$ and $f\approx1/(1+\beta k^6)$. With $k=\beta^{-1/6}q$ and $c=\beta^{-1/6}D/2$, the three poles in the upper half plane give

$$\int_{-\infty}^{\infty}\frac{q^2\cos cq}{1+q^6}dq=\frac\pi3\left[2e^{-c/2}\cos\frac{\sqrt3c}2-e^{-c}\right].$$

The first zero, from $2\cos(\sqrt3c/2)=e^{-c/2}$, is $c\approx1.54$. So $\beta^*\approx(D/3.1)^6$, provided the band extends well beyond both peaks. For $\alpha=0.8$ the full merging integral agrees with this law within about 5% at $D=10$, 20 and 40, but lies 35% below it at $D=6$.

## A two-peak test

Take $E=10^4$, shared equally by peaks at $3\times10^{-4}$ and $10^{-2}$ s with $\alpha=0.8$, and $\varepsilon_\infty=300$. Then $D=3.507$. There are 81 frequencies from 10 mHz to 1 MHz, so $N=162$ and $\rho=4.343$. Noise of 20 permittivity units gives $s=0.002$. The grid has 101 times from $10^{-8}$ to $10^2$ s.

Solving the merging integral numerically gives $\log_{10}\lambda^*=5.645$. The discretized linear problem, with noise-free data and the midpoint curvature taken from a cubic spline, gives 5.651; with the sign constraint it gives 5.643. Here the constraint hardly moves the threshold. At $D=2.5$ the three values are 4.120, 4.130 and 4.131. The threshold rises by a factor of 33 between these separations, where the $D^6$ law would give 7.6, so the wide-separation law does not hold over this range.

The filter shows what happens. At merging $\beta=4.4\times10^5\times4\times10^{-6}/4.343\approx0.41$, hence

$$f(1)=\frac{0.858}{0.858+0.41}\approx0.68,\qquad f(2)=\frac{0.0369}{0.0369+6.5}\approx0.006.$$

The components near $k=2\pi/D\approx1.8$, which carve the valley, are nearly gone. At $\lambda=10^2$, $f(2)\approx0.96$.

The next table gives means over eight noise draws. A peak counts if its prominence exceeds 10% of the maximum of $g$. The single peak is a control with $\alpha=0.6$ and the same total strength. The error is the root-sum-square error of $g$ for the pair, relative to the norm of the true $g$.

| $\lambda$ | $\chi^2$, pair | peaks, pair | peaks, single | error |
|---|---|---|---|---|
| $10^{-4}$ | 144.3 | 7.75 | 8.38 | 1.35 |
| $1$ | 147.0 | 2.75 | 4.00 | 0.17 |
| $10$ | 149.0 | 2.12 | 1.50 | 0.12 |
| $10^2$ | 152.7 | 2.00 | 1.00 | 0.11 |
| $10^3$ | 188.5 | 2.00 | 1.00 | 0.14 |
| $10^5$ | 2225 | 2.00 | 1.00 | 0.36 |
| $10^6$ | 4998 | 1.00 | 1.00 | 0.43 |

At $\lambda=10^{-4}$ noise-free data give two peaks and one peak, as they should. The false peaks therefore come from noise. The linear estimate has a noise of 0.95 there (0.85 if the grid spacing is halved, and 0.82 from the integral for $\operatorname{var}g$), against a true peak height of 0.25; at $10^2$ its noise is 0.004. A good fit does not guard against splitting: $\chi^2$ is lowest where $g$ is worst.

To choose $\lambda$ without knowing the truth, take the largest value on a grid of decades whose $\chi^2$ exceeds that at $\lambda=10^{-4}$ by at most $\sqrt{2N}=18$, the standard deviation of a $\chi^2$ variable with $N$ degrees of freedom. This is a convention, not a theorem. In the means, $10^2$ costs 8.4 and $10^3$ costs 44. In all eight draws the rule picks $10^2$ for the pair and $10^3$ for the single peak, with the right count each time. The choice for the single peak is less firm: other noise draws can move it by a decade either way, still with one peak. It can fail for peaks so close that merging them costs less than 18 in $\chi^2$.

The recovered times are $(3.17\pm0.12)\times10^{-4}$ s and $(9.6\pm0.3)\times10^{-3}$ s, where $\pm$ is the standard deviation over draws. They lie 6% above and 4% below the true values, displaced towards each other. Dividing $g$ at its valley gives strengths of $5075\pm114$ and $4955\pm92$, against 5000 each.

## Beside a real relaxor

The strength and time scale are roughly those of lead magnesium niobate near its permittivity maximum, but two equal, separate peaks are a test signal, not a description of that material. A Vogel–Fulcher law with rough parameters (0.08 eV, 220 K, $10^{-13}$ s) places the mean time at 259 K. Real measurements add errors that are not independent noise. For a sample of 0.2 cm² and 0.05 cm, the largest changes in permittivity are 18 from a conductivity of $10^{-13}$ S/cm, 10 from a gain error of 0.1%, 6 from a drift of 0.05 K during the sweep, and 0.2 from a contact resistance of 1 ohm. For this test signal all are below the noise of 20. The contact figure does not carry over to the real material. It is about $\omega RC_0|\varepsilon|^2$, with $C_0=0.35$ pF the empty-cell capacitance. It peaks at 1 MHz and is small only because the test signal has fallen to about 300 there. A relaxor near its maximum keeps a permittivity of order $10^4$ at 1 MHz. With $\varepsilon_\infty=3000$ the same ohm gives 20 units. With $\varepsilon_\infty=10^4$ it gives about 220, and the inversion shows a false third peak at short times. The figures that follow are again for $\varepsilon_\infty=300$. With all four added to one noise draw, the selected $\lambda$ and the peak count stay the same, the times move by about 0.3%, and the strengths by less than 1%. The apparent strength beyond 1 s grows from 24 to 64. Conduction is the main source: added alone, it gives 62, because its loss grows as $1/\omega$. That loss is also proportional to conductivity: at $10^{-12}$ S/cm it would reach 180 units, nine times the noise. The inversion then shows a false third peak at long times, which disappears if the conductivity is fitted as an additional unknown. If the instrument noise scales with the signal, the rows of $A$ and $d$ should be weighted accordingly, and the single filter $f(k)$ no longer holds.

Numerical values quoted here were computed with a short program.
